# Positronium escape from a porous film with one open surface: a numerical check

```python
"""Escape of positronium (Ps) from a film with one open surface.

Result under test: F = (l/L) tanh(L/l), for uniform generation, an absorbing
front surface, a reflecting buried interface and constant loss rate.
L: film thickness; D: diffusion coefficient; tau: lifetime in the film;
l = sqrt(D tau): diffusion length; u = L/l; x: depth from open surface.
The independent road is a chain of cells (pores) with hopping and decay.
In the chain calculations lengths are in units of l and times in units of tau.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc


def escape_formula(u, extrapolation=0.0):
    """Uniform-generation escape; extrapolation length in units of l."""
    return np.tanh(u) / u / (1 + extrapolation * np.tanh(u))


def depth_escape(x, thickness, length):
    return np.cosh((thickness - x) / length) / np.cosh(thickness / length)


def solve_chain(u, cells, front=2.0, back=0.0):
    """Return depths, escape probabilities, densities and front escape.

    front and back are exit rates relative to the internal hop rate. The
    value 2 puts an absorbing plane half a cell beyond the end cell centre.
    """
    h = u / cells
    hop = 1 / h**2
    bands = np.zeros((3, cells))
    bands[0, 1:] = -hop
    bands[2, :-1] = -hop
    bands[1] = 1 + 2 * hop
    bands[1, 0] = 1 + hop * (1 + front)
    bands[1, -1] = 1 + hop * (1 + back)
    source = np.zeros(cells)
    source[0] = front * hop
    probability = solve_banded((1, 1), bands, source)
    density = solve_banded((1, 1), bands, np.ones(cells))
    escaped = front * hop * density[0] / cells
    return (np.arange(cells) + 0.5) * h, probability, density, escaped


# Ideal film: density, depth-resolved escape and total escape.
for u_test in (0.2, 1.0, 2.5, 8.0):
    x, p, n, f_chain = solve_chain(u_test, 2000)
    p_formula = depth_escape(x, u_test, 1.0)
    assert np.max(abs(p - p_formula)) < 2e-5
    assert np.max(abs(n - (1 - p_formula))) < 2e-5
    assert abs(np.mean(p) - escape_formula(u_test)) < 1e-5
    assert abs(f_chain / escape_formula(u_test) - 1) < 2e-5
    # A buried interface that destroys Ps changes the law.
    f_lossy = solve_chain(u_test, 2000, back=2.0)[3]
    assert abs(f_lossy / (np.tanh(u_test / 2) / u_test) - 1) < 2e-5

# Thin and thick limits, compared with the chain.
thin = 1 - 0.2**2 / 3 + 2 * 0.2**4 / 15
assert abs(solve_chain(0.2, 2000)[3] - thin) < 1e-5
assert abs(solve_chain(8.0, 2000)[3] * 8.0 - 1) < 2e-5

# Example inputs: rough values for a porous silica-like low-k film.
L_nm = 500.0
D_cm2_s = 0.01
tau_ns = 40.0
spacing_nm = 5.0
T = 300.0
D_si = D_cm2_s * 1e-4
l_nm = np.sqrt(D_si * tau_ns * 1e-9) * 1e9
u = L_nm / l_nm
F = escape_formula(u)

# Relative sensitivity of escape to diffusion length.
sensitivity = 1 - 2 * u / np.sinh(2 * u)
step = 1e-3
f_long = solve_chain(u * np.exp(-step), 2000)[3]
f_short = solve_chain(u * np.exp(step), 2000)[3]
assert abs(np.log(f_long / f_short) / (2 * step) - sensitivity) < 1e-4

# Discrete pores and a partly sealed skin.
pores = int(round(L_nm / spacing_nm))
F_pores = solve_chain(u, pores, front=1.0)[3]
errors = []
for count in (pores, 2 * pores):
    f_discrete = solve_chain(u, count, front=1.0)[3]
    errors.append(f_discrete - escape_formula(u, 0.5 * u / count))
error_ratio = errors[0] / errors[1]
assert 3.8 < error_ratio < 4.2  # residual is second order in spacing
skin_rate = 0.1
skin_d_nm = spacing_nm * (1 / skin_rate - 0.5)
F_skin = escape_formula(u, skin_d_nm / l_nm)
F_skin_chain = solve_chain(u, pores, front=skin_rate)[3]
assert abs(F_skin_chain - F_skin) < 3e-4  # second-order spacing error
F_lossy = np.tanh(u / 2) / u

# Positron stopping profile; rough mean depth 40 E^1.6 / density in nm,
# with E in keV and density in g/cm3.
density_g_cm3 = 1.2


def stopping_scale(energy_keV):
    mean_depth = 40.0 * energy_keV**1.6 / density_g_cm3
    return 2 * mean_depth / np.sqrt(np.pi)


def profile_average(weight):
    top = quad(lambda z: weight(z) * depth_escape(z, L_nm, l_nm), 0, L_nm)[0]
    return top / quad(weight, 0, L_nm)[0]


def beam_escape(energy_keV):
    scale = stopping_scale(energy_keV)
    return profile_average(lambda z: z * np.exp(-(z / scale)**2))


E_low, E_high = 4.0, 10.0
z_low, z_max = stopping_scale(E_low), stopping_scale(E_high)
missed = np.exp(-(L_nm / z_low)**2)
F_low, F_high = beam_escape(E_low), beam_escape(E_high)
F_scan = profile_average(lambda z: erfc(z / z_max))
for depth in (50.0, 200.0, 450.0):
    summed = quad(lambda z: 2 * depth / z**2 * np.exp(-(depth / z)**2),
                  depth / 25, z_max, limit=200)[0]
    assert abs(summed - np.sqrt(np.pi) * erfc(depth / z_max)) < 1e-6
# A much wider scan must approach the uniform-generation result.
F_wide = profile_average(lambda z: erfc(z / (100 * z_max)))
assert abs(F_wide - F) < 2e-3
assert abs(F_wide - F) < 0.1 * abs(F_scan - F)

# Incomplete cooling: D follows speed, whose excess decays exponentially.
E_start_eV = 1.0
cool_ns = 5.0
kT_eV = const.k * T / const.e
speed_ratio = np.sqrt(E_start_eV / (1.5 * kT_eV))
cool = cool_ns / tau_ns


def cooling_escape(ratio):
    nodes, weights = np.polynomial.legendre.leggauss(400)
    y_end = np.sqrt(40.0)
    y = 0.5 * y_end * (nodes + 1)
    t = y**2
    spread = t + (ratio - 1) * cool * (1 - np.exp(-t / cool))
    kappa = (np.arange(2000) + 0.5) * np.pi / u
    survival = np.exp(-np.outer(spread, kappa**2)) @ (2 / (kappa * u)**2)
    return 1 - 0.5 * y_end * np.sum(weights * 2 * y * np.exp(-t) * survival)


assert abs(cooling_escape(1.0) - F) < 1e-6
F_cool = cooling_escape(speed_ratio)

# Direct time integration of hopping, decay and accumulated escape.
cells = 200
hop = (cells / u)**2
motion = np.zeros((cells + 1, cells + 1))
for j in range(cells - 1):
    motion[j, j] -= hop
    motion[j + 1, j] += hop
    motion[j + 1, j + 1] -= hop
    motion[j, j + 1] += hop
motion[0, 0] -= 2 * hop
motion[cells, 0] += 2 * hop
loss = np.diag(np.append(np.ones(cells), 0.0))


def rate_matrix(t, state):
    factor = 1 + (speed_ratio - 1) * np.exp(-t / cool)
    return factor * motion - loss


start = np.append(np.full(cells, 1 / cells), 0.0)
run = solve_ivp(lambda t, s: rate_matrix(t, s) @ s, (0, 30), start,
                method="Radau", jac=rate_matrix, rtol=1e-6, atol=1e-10)
assert run.success
F_cool_direct = run.y[-1, -1]
assert abs(F_cool_direct - F_cool) < 5e-4  # finite cell width
l_apparent = brentq(lambda s: escape_formula(L_nm / s) - F_cool, 1, 1e5)

# Temperature and microscopic scales.
T_hot = 400.0
F_hot = escape_formula(u / (T_hot / T)**0.25)
mass = 2 * const.m_e
speed = np.sqrt(8 * const.k * T / (np.pi * mass))
wavelength_nm = const.h / np.sqrt(2 * np.pi * mass * const.k * T) * 1e9
dwell_ps = (spacing_nm * 1e-9)**2 / (6 * D_si) * 1e12
transit_ps = spacing_nm * 1e-9 / speed * 1e12

print(f"Film thickness L: {L_nm:.0f} nm")
print(f"Diffusion coefficient D: {D_cm2_s:.3f} cm2/s")
print(f"Ps lifetime in film: {tau_ns:.0f} ns")
print(f"Pore spacing: {spacing_nm:.1f} nm")
print(f"Temperature: {T:.0f} K")
print(f"Diffusion length l: {l_nm:.1f} nm")
print(f"L/l: {u:.3f} (dimensionless)")
print(f"tanh(L/l): {np.tanh(u):.5f} (dimensionless)")
print(f"Ideal escape probability F: {F:.4f} (fraction)")
print(f"Decay inside film, 1-F: {1-F:.4f} (fraction)")
print(f"F from 2000-cell chain: {solve_chain(u, 2000)[3]:.4f} (fraction)")
for depth in (50.0, 250.0, 500.0):
    value = depth_escape(depth, L_nm, l_nm)
    print(f"Escape from depth {depth:.0f} nm: {value:.4f} (fraction)")
print(f"d ln F / d ln l: {sensitivity:.4f} (dimensionless)")
print(f"F, destructive buried interface: {F_lossy:.4f} (fraction)")
print(f"F, discrete pores: {F_pores:.4f} (fraction)")
print(f"Pore residual ratio on halving spacing: {error_ratio:.3f}")
print(f"Skin exit rate / internal hop rate: {skin_rate:.2f}")
print(f"Skin extrapolation length: {skin_d_nm:.1f} nm")
print(f"F, partly sealed skin: {F_skin:.4f} (fraction)")
print(f"Film density for beam estimate: {density_g_cm3:.1f} g/cm3")
print(f"Lower beam energy: {E_low:.0f} keV")
print(f"Stopping scale at lower energy: {z_low:.0f} nm")
print(f"Positrons passing film at lower energy: {missed:.3f} (fraction)")
print(f"F at lower beam energy: {F_low:.4f} (fraction)")
print(f"Higher beam energy: {E_high:.0f} keV")
print(f"Stopping scale at higher energy: {z_max:.0f} nm")
print(f"F at higher beam energy: {F_high:.4f} (fraction)")
print(f"F, scan up to higher energy: {F_scan:.4f} (fraction)")
print(f"F, scan with 100 times larger Z: {F_wide:.4f} (fraction)")
print(f"Initial Ps energy: {E_start_eV:.1f} eV")
print(f"Decay time of excess speed: {cool_ns:.1f} ns")
print(f"Initial / thermal rms speed: {speed_ratio:.3f}")
print(f"F with cooling: {F_cool:.4f} (fraction)")
print(f"F with cooling, time integration: {F_cool_direct:.4f} (fraction)")
print(f"Apparent l if cooling is ignored: {l_apparent:.1f} nm")
print(f"Higher temperature: {T_hot:.0f} K")
print(f"F at higher temperature: {F_hot:.4f} (fraction)")
print(f"Mean thermal Ps speed at 300 K: {speed/1000:.1f} km/s")
print(f"Thermal wavelength of Ps at 300 K: {wavelength_nm:.2f} nm")
print(f"Mean dwell per pore, cubic network: {dwell_ps:.2f} ps")
print(f"Free transit over one pore spacing: {transit_ps:.3f} ps")
print("all assertions hold")
```

Running it gives:

```
Film thickness L: 500 nm
Diffusion coefficient D: 0.010 cm2/s
Ps lifetime in film: 40 ns
Pore spacing: 5.0 nm
Temperature: 300 K
Diffusion length l: 200.0 nm
L/l: 2.500 (dimensionless)
tanh(L/l): 0.98661 (dimensionless)
Ideal escape probability F: 0.3946 (fraction)
Decay inside film, 1-F: 0.6054 (fraction)
F from 2000-cell chain: 0.3946 (fraction)
Escape from depth 50 nm: 0.7822 (fraction)
Escape from depth 250 nm: 0.3079 (fraction)
Escape from depth 500 nm: 0.1631 (fraction)
d ln F / d ln l: 0.9326 (dimensionless)
F, destructive buried interface: 0.3393 (fraction)
F, discrete pores: 0.3898 (fraction)
Pore residual ratio on halving spacing: 3.951
Skin exit rate / internal hop rate: 0.10
Skin extrapolation length: 47.5 nm
F, partly sealed skin: 0.3197 (fraction)
Film density for beam estimate: 1.2 g/cm3
Lower beam energy: 4 keV
Stopping scale at lower energy: 346 nm
Positrons passing film at lower energy: 0.123 (fraction)
F at lower beam energy: 0.3437 (fraction)
Higher beam energy: 10 keV
Stopping scale at higher energy: 1497 nm
F at higher beam energy: 0.2716 (fraction)
F, scan up to higher energy: 0.4232 (fraction)
F, scan with 100 times larger Z: 0.3949 (fraction)
Initial Ps energy: 1.0 eV
Decay time of excess speed: 5.0 ns
Initial / thermal rms speed: 5.078
F with cooling: 0.5014 (fraction)
F with cooling, time integration: 0.5014 (fraction)
Apparent l if cooling is ignored: 262.0 nm
Higher temperature: 400 K
F at higher temperature: 0.4217 (fraction)
Mean thermal Ps speed at 300 K: 76.1 km/s
Thermal wavelength of Ps at 300 K: 3.04 nm
Mean dwell per pore, cubic network: 4.17 ps
Free transit over one pore spacing: 0.066 ps
all assertions hold
```
